\section*{Why mounds begin at a finite wavelength on a growing film}

\section{A film that roughens at one scale}

A metal film is grown by vapour deposition on a flat crystal face. The atoms arrive uniformly, yet mounds appear whose spacing is tens of nanometres on a sample many millimetres wide. The explanation examined here is a current of adsorbed atoms (adatoms) that runs uphill: any bump attracts material and grows. But this applies to a bump of any width. If broad undulations are unstable too, why does the surface not form one broad hill, as wide as the sample?

Smoothing at short distances explains why very narrow bumps disappear. It does not by itself explain why the widest ones lose. That answer lies in a budget of material: a wide hump has more volume to fill, and its gentle slopes bring in less material to fill it.

\section{The uphill current and the growth equation}

Consider a terrace of width $l$. At $x=0$ it ends at a descending edge; at $x=l$ it meets an ascending step. Let $n(x)$ be the adatom coverage, $D$ the diffusion coefficient and $F$ the deposition rate in monolayers (ML) per second. Diffusion is fast compared with the motion of the steps, so the coverage is steady:
\begin{equation}
D n''+F=0 .
\end{equation}
The ascending step captures every atom that reaches it, so $n(l)=0$. At the descending edge an atom must cross an extra Ehrlich--Schwoebel barrier. This is expressed by a length $\ell_{ES}$ in the condition $Dn'(0)=Dn(0)/\ell_{ES}$; a larger length means a more reluctant descent. Integrating twice and using this condition gives
\begin{equation}
n(x)=n_0\left(1+\frac{x}{\ell_{ES}}\right)-\frac{Fx^2}{2D},
\qquad n_0=n(0).
\end{equation}
The condition $n(l)=0$ then fixes $Dn_0=Fl^2\ell_{ES}/[2(l+\ell_{ES})]$. The mean current towards the ascending step is
\begin{equation}
J=\frac1l\int_0^l(-Dn')\,dx=\frac{Dn_0}{l}
=\frac{F\,l\,\ell_{ES}}{2(l+\ell_{ES})}.
\label{terrace}
\end{equation}
It is positive, hence uphill, and vanishes without the barrier. A hopping balance on a lattice terrace of 200 sites, with $\ell_{ES}$ equal to 20, 200 and 1000 site spacings, agrees with this law within 1\%.

On a nearly flat surface new islands nucleate, and they limit the terrace width to about the island spacing $\ell_D$. At zero mean slope, left and right are equivalent and the net current is zero. Assuming that the current is a smooth function of the slope with a non-zero first derivative there, it starts linearly. To estimate the coefficient, let $h_0$ be the step height. At slope $h_0/\ell_D$ the terrace width is $\ell_D$ and the height current is $h_0J(\ell_D)$. Their ratio gives
\begin{equation}
\nu\sim\frac{h_0J(\ell_D)}{h_0/\ell_D}
=\frac{F\ell_D^2\ell_{ES}}{2(\ell_D+\ell_{ES})}.
\label{nuestimate}
\end{equation}
This is a matching estimate, not a theory of nucleation.

Now let $h$ be the height measured from the mean plane of the rising film. For small slopes, take the current of deposited volume per unit width to be
\begin{equation}
\mathbf j=\nu\nabla h+K\nabla(\nabla^2h),\qquad \nu,K>0 .
\label{current}
\end{equation}
The first term points uphill. The second is the next isotropic linear term in the gradient expansion; with $K>0$ it carries material off the crests of a ripple. The model assumes uniform deposition, with no shadowing, and no loss of material. Conservation then gives
\begin{equation}
\frac{\partial h}{\partial t}=-\nabla\cdot\mathbf j
=-\nu\nabla^2h-K\nabla^4h .
\label{growth}
\end{equation}
For a ripple of wavenumber $k$, $\nabla^2$ becomes $-k^2$. The uphill current thus enters the equation as $-\nu\nabla^2h$ and the growth rate as $+\nu k^2$.

\section{The budget of one hump}

Take $h=A\cos kx$ and follow the hump between its nodes $x=\pm\pi/2k$. Its volume per unit width is
\begin{equation}
V=\int_{-\pi/2k}^{\pi/2k}A\cos kx\,dx=\frac{2A}{k}.
\end{equation}
The derivatives needed for the current are $h'=-Ak\sin kx$ and $h'''=Ak^3\sin kx$. At the left node $\sin kx=-1$, so
\begin{equation}
j_{\rm left}=\nu Ak-KAk^3,\qquad j_{\rm right}=-j_{\rm left}.
\end{equation}
A positive current at the left node enters the hump, as does a negative current at the right node. The volume therefore changes at the rate
\begin{equation}
\frac{dV}{dt}=j_{\rm left}-j_{\rm right}=2\nu Ak-2KAk^3 .
\label{budget}
\end{equation}
The nodes stay in place, so $dV/dt=(2/k)\,dA/dt$. Dividing by $V=2A/k$ yields
\begin{equation}
\sigma(k)\equiv\frac1A\frac{dA}{dt}=\nu k^2-Kk^4 .
\label{sigma}
\end{equation}

The two powers of $k$ in the uphill term have separate origins. Double the wavelength at fixed amplitude. The slope at the nodes is halved, so the uphill inflow is halved. The volume is doubled. The relative rate of filling therefore falls by a factor of four. A very long wave is unstable, but its growth requires much material to be moved by a weak current.

The smoothing outflow falls by a factor of eight under the same doubling, and its relative rate by sixteen. Smoothing is thus the main obstacle for short waves, while the transport of material is the obstacle for long ones. To find the best compromise, complete the square in $k^2$:
\begin{equation}
\sigma=\frac{\nu^2}{4K}-K\left(k^2-\frac{\nu}{2K}\right)^2 .
\end{equation}
The square cannot be negative, so the largest rate and its position are
\begin{equation}
\sigma_m=\frac{\nu^2}{4K},\qquad
k_m=\sqrt{\frac{\nu}{2K}},\qquad
\lambda_m=\frac{2\pi}{k_m}=2\pi\sqrt{\frac{2K}{\nu}} .
\label{selected}
\end{equation}
At this wavelength $Kk_m^2/\nu=1/2$: smoothing removes half of what the uphill current brings in.

With $x=(\lambda_m/\lambda)^2=k^2/k_m^2$, the rates of all waves follow one curve,
\begin{equation}
\frac{\sigma}{\sigma_m}=1-(1-x)^2=2x-x^2 .
\label{scaled}
\end{equation}
The rate is zero at $x=2$, that is, at $\lambda_c=\lambda_m/\sqrt2$; shorter waves decay. For $\lambda\gg\lambda_m$ the curve becomes $2x$, so the rate falls as $1/\lambda^2$. There is no upper limit to the unstable wavelengths. The selection is a race between growing waves, not a threshold that excludes the long ones.

\section{Changing one ingredient at a time}

Suppose that the uphill term $\nu k^2$ were replaced by a gain $r$ independent of wavelength, with the same smoothing. Then $\sigma=r-Kk^4$ would be largest at the smallest non-zero $k$, and the longest wave would win. This is not a proposed growth law; it isolates the role of transport. If instead the uphill current is kept and $K$ is set to zero, $\sigma=\nu k^2$ increases without limit, and the shortest wave that the description admits would win.

The contrast can be seen in a periodic line of length $5\lambda_m$ with 200 grid points. Diagonalizing the growth operator gives a fastest mode with 5 wavelengths in the line. With the wavelength-independent gain it has 1 wavelength. Without smoothing it has 100, the shortest wave on that grid. Smoothing supplies the short-wave cutoff, but the $k^2$ of the uphill term is what holds back the long waves.

\section{From the fastest wave to the visible pattern}

A largest growth rate selects a pattern if the other waves do not begin with a large lead. Let $S(k,t)$ be the power spectrum of the height. If the initial roughness is white, $S(k,0)=S_0$, then
\begin{equation}
S(k,t)=S_0e^{2\sigma(k)t},
\label{initial}
\end{equation}
because power is the square of amplitude. The peak is at $k_m$. A substrate that already carries a strong long undulation can hide this peak for some time.

Even a perfectly flat start is roughened by the random arrival of atoms. Let $a$ be the surface site spacing. Each atom adds a volume $a^2h_0$, and $F/a^2$ atoms arrive per unit area and time. For independent arrivals the noise strength is
\begin{equation}
N=\frac{F}{a^2}(a^2h_0)^2=Fa^2h_0^2 .
\end{equation}
The spectrum gains $N$ per unit time and amplifies what is present, so $\partial S/\partial t=2\sigma S+N$. Multiplying by $e^{-2\sigma t}$ and integrating from $S=0$ gives
\begin{equation}
S(k,t)=N\int_0^t e^{2\sigma s}\,ds
=N\frac{e^{2\sigma t}-1}{2\sigma}.
\label{shot}
\end{equation}
For every $s>0$ the integrand increases with $\sigma$. Hence $S$ is also largest where $\sigma$ is largest, and within this model white deposition noise puts the peak at $k_m$ for every $t>0$. At first the peak has little contrast: for $|\sigma| t\ll1$, $S\simeq Nt(1+\sigma t)$ is almost flat.

The contrast improves as growth proceeds. For the amplified initial roughness (\ref{initial}), expand $\sigma$ about its maximum. Since $\sigma''=2\nu-12Kk^2$, its value at $k_m$ is $2\nu-6\nu=-4\nu$, and
\begin{equation}
S\simeq S_0\exp\left[2\sigma_mt-4\nu t(k-k_m)^2\right].
\end{equation}
This is a Gaussian in $k$ with variance $1/(8\nu t)$. Its relative standard deviation is
\begin{equation}
\frac{\Delta k}{k_m}
=\sqrt{\frac{1}{8\nu t}\,\frac{2K}{\nu}}
=\sqrt{\frac{K}{4\nu^2t}}
=\frac{1}{4\sqrt{\sigma_mt}},
\label{width}
\end{equation}
where the last step uses $K/\nu^2=1/(4\sigma_m)$. The expansion requires $\sigma_mt\gg1$. The result is a band of wavelengths that narrows slowly, not a perfectly regular lattice of mounds. On an isotropic surface $k_m$ fixes the length of the wavevector but not its direction, so the spectrum forms a ring.

\section{When the longest wave does win}

The sample must be large enough for the race to take place. Consider ripples along a periodic line of length $L$, with wavenumbers $k_n=2\pi n/L$. If $L<\lambda_c$, even the longest wave decays. Just above $\lambda_c$, it is the only one that grows.

Let $q=k_1^2$. The second mode has $k_2^2=4q$, and the first is faster when
\begin{align}
\nu q-Kq^2&>4\nu q-16Kq^2,\\
15Kq^2&>3\nu q,\qquad q>\frac{\nu}{5K}.
\end{align}
With $q=(2\pi/L)^2$ this means
\begin{equation}
L<2\pi\sqrt{\frac{5K}{\nu}}=\sqrt{\frac52}\,\lambda_m\simeq1.58\,\lambda_m .
\label{box}
\end{equation}
In this range $4q>k_m^2$, so the second mode already lies on the falling side of the growth curve and all higher modes are slower still. The longest available wave therefore wins for $\lambda_c<L<1.58\,\lambda_m$. In a longer line it loses to a shorter one. Diagonalization at lengths 3\% below and 3\% above the upper limit gives fastest modes 1 and 2, respectively.

\section{Numbers for a slowly grown metal film}

Take $\nu=0.1\ \mathrm{nm^2/s}$, $K=10\ \mathrm{nm^4/s}$ and $F=1$ ML/min. Then
\begin{align}
\lambda_m&=2\pi\sqrt{\frac{2(10)}{0.1}}\ \mathrm{nm}=88.9\ \mathrm{nm},\\
\sigma_m&=\frac{(0.1)^2}{4(10)}\ \mathrm{s^{-1}}
=2.5\times10^{-4}\ \mathrm{s^{-1}} .
\end{align}
The fastest ripple grows by a factor $e$ in 4000 s, during which 67 ML are deposited.

The hump budget shows how its rivals fall behind. Per nanometre of amplitude, a hump of wavelength $\lambda_m$ has volume $28.3$ nm, inflow $0.01414$ nm/s and outflow $0.00707$ nm/s. Its rate is $(0.01414-0.00707)/28.3=2.5\times10^{-4}\ \mathrm{s^{-1}}$. At $2\lambda_m$ the volume is $56.6$ nm, the inflow $0.00707$ nm/s and the outflow $0.00088$ nm/s. Smoothing now takes only an eighth of the inflow, yet the rate has dropped to $0.44\,\sigma_m$. At $10\lambda_m$ it is $0.020\,\sigma_m$, and one $e$-folding takes 3350 ML. A wave as long as a 10 mm sample would need about $8\times10^5$ years. It is unstable in principle, but its amplification during any real deposition is negligible.

How long does the linear race last? The terrace picture limits it to slopes below about $h_0/\ell_D$, where the steps are as close as the islands. With $\ell_D=5$ nm and the copper step height $h_0=0.1805$ nm, this slope is $0.036$. For noise-driven growth the mean square slope in two dimensions is
\begin{equation}
\langle|\nabla h|^2\rangle
=\int\frac{d^2k}{(2\pi)^2}\,k^2S
=\frac1{2\pi}\int_0^{\pi/\ell_D}k^3S\,dk .
\end{equation}
The upper limit leaves out structure finer than the islands. With $a=0.2553$ nm, $N=3.54\times10^{-5}\ \mathrm{nm^4/s}$, and the root-mean-square slope reaches $0.036$ after about $1.93\times10^4$ s. That is 5.4 h, or 321 ML, a film about 58 nm thick. In the same model the root-mean-square height exceeds one atomic step only after about 250 ML; until then $h$ must be read as an average over many islands and not as the height of distinct mounds. Doubling the upper limit of the slope integral changes the 321 ML by only 0.01 ML.

At 321 ML, $\sigma_mt=4.82$. Under the linear law an initial ripple at $\lambda_m$ has been amplified 123 times, one at $2\lambda_m$ 8 times and one at $10\lambda_m$ 1.1 times. These figures extrapolate the linear law up to the edge of its range. If the current bends over gradually, as in the model of the next section with $m_0=0.036$, it is already down to half its linear value at that slope, so the last part of the growth is much slower than stated here: in that model the slope limit is reached only after roughly twice as much deposition. For white initial roughness, (\ref{width}) gives a relative width of $0.114$; integrating the full spectrum (\ref{initial}) from 0 to $2k_m$ gives $0.122$. The deposition-noise spectrum (\ref{shot}) is slightly broader, with a relative width of about $0.13$ over the same range. The wavelength is thus selected to within roughly a tenth, not sharply.

\section{Why the selection is only initial}

The linear law lets the inflow rise in proportion to amplitude. On steeper slopes the terraces are narrower, and (\ref{terrace}) shows that the uphill current then decreases. A simple model with this property replaces $\nu m$, where $m$ is the slope, by
\begin{equation}
j_{\rm up}=\frac{\nu m}{1+m^2/m_0^2}.
\end{equation}
For $|m|\ll m_0$ it returns to the linear current; beyond $m_0$ it falls as the slope rises. Once the fastest ripple has become steep, it can no longer extend its lead exponentially.

Eight one-dimensional simulations of this model were started from weak white roughness on periodic lines of length $20\lambda_m$, without deposition noise. The wavelength was defined from the power-weighted mean wavenumber. At $\sigma_mt=5$ it was $1.04\lambda_m$, with a root-mean-square slope of $0.014m_0$. Before rounding the excess is 3.5\%. About 2\% is expected from the linear law: the growth curve falls more steeply on the short-wave side of its maximum, which shifts the mean towards longer waves. A further 0.6\% is an error of the finite time step; with a converged step the same starting profiles give $1.03\lambda_m$. The remainder lies within the expected scatter of a mean over eight runs, about 1\%. At $\sigma_mt=25$, 100 and 300 the wavelength was $1.23$, $1.79$ and $2.42\lambda_m$. The pattern coarsens once its slopes are no longer small compared with $m_0$. The formula for $\lambda_m$ therefore describes the first mounds, not the spacing in an arbitrarily thick film. These particular coarsening values belong to the one-dimensional model.

\section{What a real copper surface would change}

The chosen values are orders of magnitude for copper (001) homoepitaxy; $\nu$ and $K$ are round parameters, not measured ones. The temperature that matches an island spacing of 5 nm at 1 ML/min depends on the adatom diffusion barrier. For a barrier near 0.4 eV, simple nucleation estimates place it some tens of kelvin below room temperature; for 0.5 eV they place it near 300 K. In the first case the spacing at 300 K is roughly twice as large, and the mounds would then be wider, by a factor of about 2.5 according to the scaling estimate at the end of this section if $\ell_{ES}$ is unchanged. If instead the barrier is fixed at the value found below for 230 K, $\ell_{ES}$ shrinks on warming and the factor is about 3.3. Matching (\ref{nuestimate}) to $\nu$ requires $\ell_{ES}=4.6$ nm. If the barrier $E$ merely reduces the hopping rate at the edge by $e^{-E/k_BT}$, then $\ell_{ES}=a(e^{E/k_BT}-1)$, which gives $E=0.076$ eV at 300 K, or $0.058$ eV at 230 K for a colder surface of the kind that suits the 5 nm spacing better. The dimensional estimate $K\sim F\ell_D^4$ gives $10.4\ \mathrm{nm^4/s}$, close to the chosen value, though its numerical prefactor is unknown. A real (001) face breaks the assumed isotropy of $K$. If $K$ varies by $\pm20\%$ with direction while $\nu$ is fixed, the selected wavelength ranges from 79 to 97 nm. Some directions are then amplified more than others, so the ring in the spectrum becomes uneven. After 321 ML the linear law has amplified an initial ripple $7.4$ times more in the most favoured direction than in the least favoured one; for roughness caused by deposition noise the amplitude ratio is about 6. Such a film reaches the slope limit sooner, however: if $K$ varies as the cosine of four times the angle, this happens after about 287 ML, when the two ratios are about 6 and 5. The gradient expansion is another limitation. A sixth-order term of the natural size $K\ell_D^2k^6$ moves the growth-rate maximum near $\lambda_m$ to 96 nm if it stabilizes and to 77 nm if it destabilizes. In the second case this is only a local maximum: with $k$ in $\mathrm{nm^{-1}}$ the rate is $250k^2(k^2-0.02)^2\ \mathrm{s^{-1}}$, which rises without limit for waves shorter than about 44 nm. The 77 nm peak is then meaningful only if still higher terms damp those short waves. Random diffusion adds noise that favours short waves; if its strength relative to deposition noise is $\ell_D^2k^2$, the peak has moved by only 0.3\% at the end of the linear stage. Earlier the shift is larger, about 2\% at $\sigma_mt=1$. These coefficients are assumed orders of magnitude. Details of layer-by-layer nucleation are left out, so the 321 ML is a property of the model and not a prediction for a particular film.

The estimates also show what sets the scale. Inserting (\ref{nuestimate}) and $K\sim F\ell_D^4$ into (\ref{selected}) gives
\begin{equation}
\lambda_m\sim2\pi\sqrt{\frac{4\ell_D^2(\ell_D+\ell_{ES})}{\ell_{ES}}}
=4\pi\ell_D\sqrt{1+\frac{\ell_D}{\ell_{ES}}} .
\end{equation}
The deposition rate cancels if $\ell_D$ is held fixed; in a real film it also acts through the island spacing. For a strong barrier, $\ell_{ES}\gg\ell_D$, the wavelength approaches a fixed multiple of the island spacing. For a weak one it grows as $\ell_{ES}^{-1/2}$. The sample size does not enter, provided that the sample is much longer than $\lambda_m$. The main values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
nu = 0.10 nm^2/s, K = 10.0 nm^4/s
F = 0.01667 ML/s = 1.0 ML/min
island spacing = 5.0 nm, T = 300 K
site spacing = 0.2553 nm, step height = 0.1805 nm
matched ES length = 4.62 nm
matched ES barrier = 0.076 eV
rough K estimate F*spacing^4 = 10.4 nm^4/s
k_m = 0.07071 1/nm
lambda_m formula = 88.86 nm
lambda_m from hump budget = 88.86 nm
marginal wavelength = 62.83 nm
longest wave wins below box = 140.50 nm
sigma_m = 2.500e-04 1/s, 1/sigma_m = 4000 s
hump budget per nm amplitude (volume nm, flows nm/s):
 1 lambda_m: V=28.28 in=1.414e-02 out=7.071e-03
 2 lambda_m: V=56.57 in=7.071e-03 out=8.839e-04
 4 lambda_m: V=113.14 in=3.535e-03 out=1.105e-04
lambda/lambda_m, sigma/sigma_m, e-fold ML, gain at end:
  0.75 0.3951 168.8 6.702
  1.00 1.0000 66.7 123.413
  1.50 0.6914 96.4 27.918
  2.00 0.4375 152.4 8.222
  4.00 0.1211 550.5 1.792
 10.00 0.0199 3350.1 1.101
e-fold time of 10 mm wave = 8.03e+05 years
winner in 5 lambda_m box: mode 5
winner with k-independent gain: mode 1
winner without K (200 points): mode 100
shot noise strength = 3.538e-05 nm^4/s
slope limit = 0.0361 (dimensionless)
linear stage ends at 19262 s = 5.35 h
deposited by then = 321 ML = 57.9 nm
sigma_m*t at end = 4.82
end shift, doubled cutoff = -0.01 ML
relative width, quadrature = 0.122
relative width, formula = 0.114
1D simulation: sigma_m*t, wavelength/lambda_m, rms slope/m0:
    5 1.04 0.014
   25 1.23 1.078
  100 1.79 1.861
  300 2.42 2.679
peak with shot noise = 88.86 nm
peak with added diffusion noise = 88.57 nm
peak, stabilising k^6 term = 95.76 nm
peak, destabilising k^6 term = 76.95 nm
K anisotropy assumed = 0.20 (fraction)
wavelength by direction = 79.5 to 97.3 nm
amplitude ratio of directions at end = 7.4
\end{verbatim}
